# Metal Removal from a Denuded Zone with Perfect and Finite Sinks

**Q.** Iron dissolved in a silicon wafer is supposed to leave the clean layer under the surface and collect at oxide precipitates deeper down. I have been given one time constant for this. Before I accept any number, what is being assumed?

**A.** Let $x$ be the depth below the surface and $C(x,t)$ the concentration of dissolved metal. The denuded zone, $0<x<d$, contains no sinks, sources or traps. Fick's law gives the flux $J=-D\,\partial C/\partial x$, and conservation gives $\partial C/\partial t=-\partial J/\partial x$. With a uniform diffusivity $D$ at constant temperature,

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2}.$$

The surface reflects, so $\partial C/\partial x=0$ at $x=0$. Beyond $d$ the sinks are perfect: they take up arriving metal so fast that the concentration at $x=d$ stays at the value $C_s$ in equilibrium with them.

**Q.** Then the metal does not decay to zero. It decays to $C_s$.

**A.** Yes, so a time constant can belong only to the excess, $c=C-C_s$. Since $C_s$ is constant in space and time, subtracting it leaves the diffusion equation unchanged and makes both boundary conditions homogeneous:

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c'(0)=0,\qquad c(d)=0,$$

where a prime means $\partial/\partial x$.

**Q.** Why should there be discrete time constants, and which is the longest?

**A.** Look for a profile that keeps its shape, $c=X(x)e^{-\Gamma t}$. Substitution gives $X''=-(\Gamma/D)X$. Multiply by $X$ and integrate by parts; the end term $XX'$ vanishes because $X'(0)=0$ and $X(d)=0$:

$$\frac{\Gamma}{D}\int_0^d X^2dx=-\int_0^d XX''dx=\int_0^d X'^2dx.$$

The right side is positive, because a constant $X$ that vanishes at $d$ is zero everywhere. Hence $\Gamma>0$, and we may write $\Gamma=D\kappa^2$ with $\kappa>0$. The general solution is $X=a\cos\kappa x+b\sin\kappa x$. At the surface $X'(0)=b\kappa=0$, so $b=0$. At the sinks $\cos\kappa d=0$, so

$$\kappa_n=\frac{(2n+1)\pi}{2d},\qquad \Gamma_n=(2n+1)^2\frac{\pi^2D}{4d^2},\qquad n=0,1,2,\dots$$

The smallest rate has $n=0$. Its inverse is the longest time constant:

$$\boxed{\tau=\frac{4d^2}{\pi^2D}}$$

The next one is $\tau/9$.

**Q.** Where does the factor 4 come from physically?

**A.** From the reflecting surface. Reflect the zone about $x=0$: the slowest profile becomes half a cosine wave across a layer of thickness $2d$ with sinks on both sides, and $(2d)^2/(\pi^2D)=\tau$. If the surface were itself a perfect sink at $C_s$, the slowest profile would be $\sin(\pi x/d)$, with time constant $d^2/(\pi^2D)=\tau/4$.

**Q.** You found the slowest profile among those that keep their shape. Could some other profile lose its excess more slowly?

**A.** Measure the excess by $\int c^2dx$. The diffusion equation and the same integration by parts give

$$\frac{d}{dt}\int_0^d c^2dx=2D\int_0^d cc''dx=-2D\int_0^d c'^2dx.$$

We need a lower bound on the last integral. Write $c=g\varphi$ with $\varphi=\cos\kappa_0x$. Then

$$c'^2=\varphi^2g'^2+(g^2)'\varphi\varphi'+g^2\varphi'^2.$$

Integrate the middle term by parts, using $\varphi''=-\kappa_0^2\varphi$:

$$\int_0^d(g^2)'\varphi\varphi'dx=\left[g^2\varphi\varphi'\right]_0^d-\int_0^d g^2\varphi'^2dx+\kappa_0^2\int_0^d g^2\varphi^2dx.$$

The bracket equals $-\kappa_0c^2\tan\kappa_0x$. It is zero at $x=0$. Near $d$, $c^2$ vanishes as $(d-x)^2$ while the tangent grows as $1/(d-x)$, so it vanishes there too. The two $\varphi'^2$ terms cancel, leaving

$$\int_0^d c'^2dx-\kappa_0^2\int_0^d c^2dx=\int_0^d\varphi^2g'^2dx\ge0.$$

Therefore $\int c^2dx$ falls at least as fast as $e^{-2t/\tau}$. Equality needs constant $g$, which is the cosine profile. The bound is on $\int c^2dx$. The amount $\int c\,dx$ can lag by a constant factor: metal that starts close to the surface leaves a fraction $(4/\pi)e^{-t/\tau}$ at late times, with the same rate $1/\tau$. As an illustration, $c=d^2-x^2$ has $\int c'^2dx=4d^3/3$ and $\int c^2dx=8d^5/15$. Their ratio $5/(2d^2)$ exceeds $\kappa_0^2=\pi^2/(4d^2)$ by 1.3 %.

**Q.** Contamination can also be patchy across the wafer.

**A.** A lateral variation $\cos ky$ adds $-k^2c$ to the second derivatives, so the rate becomes $D(\kappa_n^2+k^2)$. Patches fade faster than the laterally uniform part, which remains the slowest.

**Q.** A time constant does not tell me how much metal remains. Suppose the excess starts uniform at $c_0$.

**A.** Expand it in the profiles $X_n=\cos\kappa_nx$. They are orthogonal, because for $m\ne n$

$$(\kappa_m^2-\kappa_n^2)\int_0^dX_mX_ndx=\left[X_mX_n'-X_m'X_n\right]_0^d=0.$$

Also $\int X_n^2dx=d/2$, since $\sin2\kappa_nd=0$. With $\sin\kappa_nd=(-1)^n$, the coefficients are

$$\frac{a_n}{c_0}=\frac2d\int_0^d\cos\kappa_nx\,dx=\frac{2\sin\kappa_nd}{\kappa_nd}=\frac{4(-1)^n}{(2n+1)\pi}.$$

At the surface every cosine is 1. Averaging over the zone supplies another factor $\sin\kappa_nd/(\kappa_nd)=2(-1)^n/[(2n+1)\pi]$. Hence

$$\frac{c(0,t)}{c_0}=\frac4\pi\sum_{n=0}^\infty\frac{(-1)^n}{2n+1}e^{-(2n+1)^2t/\tau},$$

$$\frac{\bar c(t)}{c_0}=\frac8{\pi^2}\sum_{n=0}^\infty\frac{e^{-(2n+1)^2t/\tau}}{(2n+1)^2}.$$

At late times the surface excess is $\pi/2$ times the mean, because the surface is farthest from the sinks. Keeping the first term, the surface falls to a small fraction $f$ at

$$t_f=\tau\ln\frac4{\pi f}.$$

**Q.** How late is late?

**A.** At the surface the size of the second term is $\tfrac13e^{-8t/\tau}$ times that of the first. At $t=\tau/4$ the first term alone is 4.7 % above the full sum. The error then falls quickly.

**Q.** Put in numbers for iron.

**A.** Take a 40 µm zone held at 773 K for 600 s. For interstitial iron, rough typical values are a diffusivity prefactor of $10^{-3}$ cm²/s and a migration energy of 0.67 eV. With $kT=0.06661$ eV,

$$D=10^{-3}\exp\left(-\frac{0.67}{0.06661}\right)\ \text{cm}^2/\text{s}=4.28\times10^{-8}\ \text{cm}^2/\text{s},$$

which is 4.28 µm²/s. Thus

$$\tau=\frac{4(40)^2}{\pi^2(4.28)}\ \text{s}\approx151\ \text{s}\approx2.5\ \text{min}.$$

The hold lasts $600/151.4=3.96$ time constants. The surface keeps $(4/\pi)e^{-3.96}=2.4$ % of its initial excess, and the zone mean is 1.5 %. Reaching 1 % at the surface takes $151.4\ln(400/\pi)\approx734$ s. An absorbing surface would have a time constant of 38 s.

**Q.** I do not believe in perfect sinks. Real precipitates are small and far apart.

**A.** Then the bulk needs its own equation. Consider one spherical precipitate of radius $a$ that holds the excess at zero on its surface, in surroundings with excess $c$. The steady radial solution is $c(1-a/r)$. The inward flux density is $Dca/r^2$, so the sphere collects $4\pi r^2Dca/r^2=4\pi Dac$ per unit time. With $n$ precipitates per volume, metal disappears at the rate

$$4\pi Dna\,c=\frac{D}{L^2}c,\qquad L=\frac1{\sqrt{4\pi na}}.$$

For rough values $n=10^{10}$ cm⁻³ $=0.01$ µm⁻³ and $a=50$ nm, $L=(4\pi\times0.01\times0.05)^{-1/2}$ µm $=12.6$ µm. This length is not small compared with 40 µm.

**Q.** Is a steady solution around one sphere good enough when there are many?

**A.** Give each precipitate a spherical cell of volume $1/n$. Its radius is $R=(3/4\pi n)^{1/3}=2.88$ µm, and by symmetry no flux crosses its outer boundary. For a decaying mode $c=u(r)e^{-Dp^2t}/r$, the radial equation is $u''=-p^2u$. The sink requires $u(a)=0$, so $u=\sin p(r-a)$. Zero gradient of $u/r$ at $R$ requires $u'(R)=u(R)/R$, or

$$\tan p(R-a)=pR.$$

The smallest positive root gives a removal rate $Dp^2$ that is 3.2 % above the dilute-sink rate. That would shorten $L$ by 1.6 %. Equal cells stand for regularly spaced precipitates; for randomly placed ones the correction to the rate is smaller, of order $a/L=0.4$ %. Treating the precipitates as a continuous sink also requires $L$ to be large compared with $R$; here $L/R\approx4.4$, so the description is reasonable but not perfect.

**Q.** Now join this bulk to the clean zone.

**A.** Both regions must decay with one rate, $D\kappa^2$. For $x<d$ the profile is again $\cos\kappa x$. For $x>d$,

$$-D\kappa^2c=Dc''-\frac D{L^2}c\quad\Rightarrow\quad c''=q^2c,\qquad q^2=\frac1{L^2}-\kappa^2.$$

A thick bulk selects $c=Be^{-q(x-d)}$ with $q>0$. At $d$, continuity of concentration gives $B=\cos\kappa d$. Continuity of flux gives $\kappa\sin\kappa d=qB$, so $q=\kappa\tan\kappa d$. Squaring and inserting $q^2$,

$$\frac1{L^2}=\kappa^2(1+\tan^2\kappa d)=\frac{\kappa^2}{\cos^2\kappa d}.$$

On the first branch, $0<\kappa d<\pi/2$, the positive root is

$$\cos\kappa d=\kappa L.$$

The left side falls from 1 to 0 on this interval while the right side rises from 0, so there is one solution. Other localized modes need a positive tangent on a later branch, hence $\kappa>\pi/d$. Modes extending through the bulk decay at least at the rate $D/L^2$, which exceeds $D\kappa^2$ because $\kappa L=\cos\kappa d<1$. The first-branch mode is therefore the slowest.

**Q.** Does this recover your perfect-sink result?

**A.** Yes. The mode has $c(d)/c(0)=\cos\kappa d=\kappa L$, which tends to zero as $L\to0$. For any $L>0$, $\kappa d<\pi/2$, so the finite-sink time constant $\tau_f=1/(D\kappa^2)$ exceeds $\tau$. For fixed $d$ and $D$, the perfect-sink value is a lower bound on $\tau_f$.

To find the first correction, put $\kappa d=\pi/2-\delta$. Then $\sin\delta=\kappa L$, so $\delta=\kappa L+(\kappa L)^3/6+\cdots$, and

$$\kappa(d+L)=\frac\pi2-\frac{(\kappa L)^3}6-\cdots,\qquad \tau_f\simeq\frac{4(d+L)^2}{\pi^2D}\quad(L\ll d).$$

Metal must travel about $L$ farther before it is captured.

In the opposite limit, $L\gg d$, expand the cosine: $\kappa^2L^2=\cos^2\kappa d\simeq1-\kappa^2d^2$. Rearrangement gives $\tau_f\simeq(L^2+d^2)/D$. Capture in the bulk then controls the time, and $d$ is a correction. Here $q=\kappa\tan\kappa d\simeq\kappa^2d\simeq d/L^2$, so the mode reaches a depth $1/q\simeq L^2/d$ into the bulk. The $d^2$ correction holds only for a bulk much thicker than $L^2/d$, which is more than being much thicker than $L$.

**Q.** What does it do to the example?

**A.** With $L/d=0.3154$, the condition is $\cos y=0.3154y$ for $y=\kappa d$, and its root is $y=1.187$. Hence

$$\tau_f=\frac{d^2}{Dy^2}=\frac{1600}{4.283(1.187)^2}\ \text{s}\approx265\ \text{s},$$

which is 1.75 times the perfect-sink value. The shifted-depth formula gives 262 s, about 1 % below this result. The excess at the zone edge is $\cos1.187=0.37$ of the surface excess, so it is far from pinned at zero.

**Q.** The surface prefactor $4/\pi$ must change as well.

**A.** It is the projection of the uniform start on the new mode $\phi$, now including the bulk. Write $S=\sin\kappa d$ and $K=\cos\kappa d$, so that $1/q=K/(\kappa S)$. Then

$$\int_0^\infty\phi\,dx=\frac S\kappa+\frac Kq=\frac{S^2+K^2}{\kappa S}=\frac1{\kappa S},$$

$$\int_0^\infty\phi^2dx=\frac d2+\frac{SK}{2\kappa}+\frac{K^2}{2q}=\frac d2+\frac{K(S^2+K^2)}{2\kappa S}=\frac12\left(d+\frac1q\right).$$

Since $\phi(0)=1$, the late surface fraction is $Ae^{-t/\tau_f}$ with

$$A=\frac{2}{\kappa\sin(\kappa d)\,(d+1/q)}.$$

For $L\to0$, $1/q\to0$ and $\kappa d\to\pi/2$, which restores $A=4/\pi$. Here $A=1.356$. After 600 s the surface retains $1.356e^{-600/265.1}=14$ %, instead of 2.4 %. Reaching 1 % takes $265.1\ln135.6\approx1300$ s. A direct finite-volume evolution from the uniform start, with these same $d$, $D$ and $L$, also leaves 14.1 % after 600 s.

The infinite upper limit is harmless here. In a 700 µm wafer with a denuded zone on each side, half the core is 310 µm thick, or 24.6 times $L$ and about 23 times the decay length $1/q=13.6$ µm of the mode.

**Q.** The wafer also has to cool. Is that negligible?

**A.** It depends on the cooling rate. While $C_s$ stays negligible, define $s=\int D\,dt$. Then $\partial c/\partial s=c''$, and the finite-sink term becomes $-c/L^2$, so the same solutions hold with $Dt$ replaced by $s$. If $C_s$ were appreciable, its time variation would add a source $-dC_s/dt$ to the equation for $c$. For linear cooling at rate $r$ from the hold temperature $T_0$ to 300 K, the equivalent hold time is

$$t_{\rm eq}=\frac1{rD(T_0)}\int_{300\ \text{K}}^{T_0}D(T)\,dT.$$

At 20 K/s this is 3.2 s, about 2 % of $\tau$. At 5 K/min it is 779 s, longer than the hold itself. Furnace cooling alone, from a uniform start with perfect sinks, would leave 0.74 % at the surface. With the finite sinks, the 600 s hold plus furnace cooling counts as 1379 s and leaves $1.356e^{-1379/265.1}\approx0.7$ %. For this example, the hold time alone describes the treatment well if the wafer cools at 20 K/s, but not if it cools at 5 K/min. This counts only the cooling after the hold. If the wafer comes down to 773 K from a hotter step, where iron diffuses faster, some iron is removed on the way and the start is no longer uniform.

**Q.** Could solubility or boron trapping spoil the estimate?

**A.** For solubility, take a rough prefactor of $1.8\times10^{26}$ cm⁻³ and a solution energy of about 2.9 eV. They give $C_s$ of order $10^7$ cm⁻³ at 773 K. Starting from $10^{12}$ cm⁻³, the 1 % target is $10^{10}$ cm⁻³, far above this floor. The initial iron amounts to 100 atoms per precipitate. That is far less than a monolayer on a 50 nm sphere; gathered into one silicide particle, it has a radius of about 1 nm. Treating the whole oxide surface as absorbing is therefore an assumption. If only such a particle absorbed, $L$ would be about 90 µm and the time constant over 2000 s.

For trapping, let immobile iron–boron pairs exchange rapidly with free iron of concentration $c_f$, with acceptors greatly outnumbering iron. The paired concentration is $KN_Ac_f$, where $N_A$ is the acceptor density and $K$ now denotes the pairing constant. Only free iron diffuses:

$$(1+KN_A)\frac{\partial c_f}{\partial t}=D\frac{\partial^2c_f}{\partial x^2}.$$

The effective diffusivity in the zone is thus $D/(1+KN_A)$. Each acceptor has four neighbouring interstitial sites. If each lowers the energy by $E_b$, dilute site counting gives $K=4e^{E_b/kT}/N_{\rm sites}$. For $N_A=10^{15}$ cm⁻³, $N_{\rm sites}=5.0\times10^{22}$ cm⁻³ and a rough $E_b=0.60$ eV,

$$KN_A=\frac{4\times10^{15}}{5.0\times10^{22}}\exp\left(\frac{0.60}{0.06661}\right)\approx6.5\times10^{-4}.$$

This treats all iron as positively charged, so for the chosen binding energy it is an upper estimate. Pairing is negligible here, but the exponential makes it grow on cooling.

**Q.** So which number should I carry to a real wafer?

**A.** For these parameters, with a reflecting surface and the whole oxide surface absorbing, about 270 s is the better estimate and about 150 s is the limit of perfect sinks. A wafer surface that itself takes up iron removes this limit: a perfectly absorbing one, with the same finite sinks, gives about 70 s. A zone of tens of micrometres and precipitates of tens of nanometres are reasonable for internal gettering in Czochralski silicon, but a density of $10^{10}$ cm⁻³ is high. At a tenth of that density and the same radius, $L$ grows by $\sqrt{10}$ to about 40 µm. Then $\cos y\approx y$, $y\approx0.74$, and $\tau_f\approx680$ s, some 4.5 times $\tau$. For such parameters, assuming perfect capture badly underestimates the time constant.

The diffusivity matters too: at fixed $d$, a hold 10 K colder lengthens $\tau$ by 14 %, and a migration energy 0.02 eV higher lengthens it by 35 %. Neither model includes a reaction barrier at the precipitate surface, which would slow capture, or a gradual edge to the denuded zone. The numerical output below collects the main values used here.

## Table of computed values

```
Denuded depth d: 40 um
Hold temperature: 773 K
Hold time: 600 s
Diffusivity prefactor (rough): 1.0e-03 cm2/s
Migration energy (rough): 0.67 eV
Thermal energy kT: 0.06661 eV
Diffusivity D: 4.283e-08 cm2/s
Perfect-sink time constant tau: 151.4 s = 2.52 min
Second-mode time constant: 16.8 s
Absorbing-surface time constant: 37.8 s
Trial-profile rate / lowest rate: 1.01321 (no unit)
One-term surface error at tau/4: 4.67 %
Hold time / tau: 3.963 (no unit)
Surface left, perfect sinks: 2.420 %
Zone mean left, perfect sinks: 1.541 %
Time to 1% at surface, perfect sinks: 734 s
Precipitate density (rough): 1.0e+10 cm^-3
Precipitate radius (rough): 50 nm
Penetration length L: 12.62 um
L/d: 0.3154 (no unit)
Radius of cell per precipitate: 2.88 um
Cell rate / dilute-sink rate: 1.0321 (no unit)
Bulk sink time L^2/D: 37.2 s
Finite-sink kappa*d: 1.1871 rad
Finite-sink time constant: 265.1 s
Shifted-depth estimate: 262.0 s
Finite-sink tau / perfect tau: 1.751 (no unit)
Finite-sink surface amplitude A: 1.3558 (no unit)
Surface left, finite sinks: 14.10 %
Time to 1% at surface, finite sinks: 1302 s
Wafer thickness: 700 um
Half core thickness / L: 24.6 (no unit)
Initial iron: 1.0e+12 cm^-3
Solubility prefactor (rough): 1.8e+26 cm^-3
Solution energy (rough): 2.94 eV
Solubility floor (rough): 1.2e+07 cm^-3
Iron per precipitate: 100 atoms
Acceptor density: 1.0e+15 cm^-3
Pair binding energy (rough): 0.60 eV
Silicon lattice constant: 0.543 nm
Interstitial site density: 5.00e+22 cm^-3
Paired/free iron, upper estimate: 6.53e-04 (no unit)
Tau factor if 10 K colder: 1.141 (no unit)
Tau factor if barrier +0.02 eV: 1.350 (no unit)
Furnace cooling rate: 5 K/min
Furnace cooling, equivalent hold: 779 s
Furnace equivalent / tau: 5.14 (no unit)
Surface left by furnace cooling alone: 0.743 %
Rapid cooling rate: 20 K/s
Rapid cooling, equivalent hold: 3.24 s
```
